\section*{Height decay of the potential above a triangular polar moire}

\section*{Problem}

Two atomic layers whose stacking produces a vertical polarization can form, at a small relative twist, a triangular moire pattern in which domains of upward and downward polarization alternate. The moire lattice has primitive vectors
\begin{equation}
\mathbf a_1=L(1,0),\qquad \mathbf a_2=L\left(\tfrac12,\tfrac{\sqrt3}{2}\right),
\end{equation}
and the word "period" means the lattice constant $L=10$ nm, the distance between neighbouring equivalent nodes. All charge lies below the plane $z=0$, which is called the surface. Above it there is vacuum. The electrostatic potential $\varphi(\mathbf r,z)$, with $\mathbf r$ the in-plane position, has the periodicity of the moire.

\begin{enumerate}
\item[(a)] Find the length $G$ of the shortest nonzero reciprocal vectors.
\item[(b)] Show that the harmonics with these vectors fall to about 2.7 percent of their surface value at a height of 5 nm.
\item[(c)] How do a substrate below the surface and a grounded plane above it affect this ratio?
\item[(d)] The surface potential at a domain centre is $V=100$ mV. Find the potential 5 nm above the centre for a smooth pattern made of the leading harmonics alone, and for sharp triangular domains with surface potential $\pm V$. Does the total potential fall by the factor found in (b)?
\item[(e)] Estimate how the result shifts with the choice of height origin, with strain between the layers and with unequal domain areas. Take an atomic lattice constant of 0.25 nm and a layer spacing of 0.33 nm.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The shortest reciprocal vectors}

The conditions $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ are met by
\begin{equation}
\mathbf b_1=\frac{2\pi}{L}\left(1,-\frac1{\sqrt3}\right),\qquad
\mathbf b_2=\frac{2\pi}{L}\left(0,\frac2{\sqrt3}\right).
\end{equation}
For instance, $\mathbf a_2\cdot\mathbf b_1=2\pi(\tfrac12-\tfrac12)=0$. A general reciprocal vector $\mathbf K=m\mathbf b_1+n\mathbf b_2$ has the squared length
\begin{equation}
K^2=\frac{4\pi^2}{L^2}\left[m^2+\frac{(2n-m)^2}{3}\right]
=\frac{16\pi^2}{3L^2}\,(m^2-mn+n^2).
\end{equation}
The last bracket is an integer, and it equals $(m-n/2)^2+3n^2/4$, which is positive unless $m=n=0$. Its smallest nonzero value is therefore 1, reached for $(m,n)=\pm(1,0),\pm(0,1),\pm(1,1)$. These six vectors have the length
\begin{equation}
G=\frac{4\pi}{\sqrt3\,L}=0.7255\ \text{nm}^{-1}.
\end{equation}
I use the three vectors $\mathbf G_1=\mathbf b_1$, $\mathbf G_2=\mathbf b_2$ and $\mathbf G_3=-\mathbf b_1-\mathbf b_2$, which add to zero; the other three are their negatives.

The length $2\pi/G=\sqrt3L/2=8.66$ nm is the spacing between rows of nodes. It is this spacing, and not $L$, that acts as the wavelength of the leading harmonic.

\subsection*{(b) Decay in vacuum}

Periodicity allows the expansion
\begin{equation}
\varphi(\mathbf r,z)=\sum_{\mathbf K}\varphi_{\mathbf K}(z)\,e^{i\mathbf K\cdot\mathbf r}.
\end{equation}
In the charge-free region $z>0$ the potential obeys Laplace's equation. Two in-plane derivatives of the plane wave give $-K^2$, so
\begin{equation}
\sum_{\mathbf K}\left[\varphi_{\mathbf K}''(z)-K^2\varphi_{\mathbf K}(z)\right]e^{i\mathbf K\cdot\mathbf r}=0 .
\end{equation}
The plane waves are orthogonal over a moire cell, so each bracket vanishes separately. For $K\neq0$,
\begin{equation}
\varphi_{\mathbf K}(z)=A\,e^{-Kz}+B\,e^{Kz}.
\end{equation}
With nothing above the surface the potential stays bounded as $z\to\infty$, which requires $B=0$. Then $A=\varphi_{\mathbf K}(0)$, and for the leading harmonics
\begin{equation}
\frac{\varphi_{\mathbf G}(z)}{\varphi_{\mathbf G}(0)}=e^{-Gz}
=\exp\left(-\frac{4\pi z}{\sqrt3\,L}\right).
\label{decay}
\end{equation}
At $z=5$ nm, which is $L/2$, the exponent is $-2\pi/\sqrt3=-3.628$, and
\begin{equation}
q\equiv e^{-Gz}=0.02658 .
\end{equation}
The leading harmonics have fallen to 2.66 percent of their surface value, about 2.7 percent as was to be shown. The decay length is $1/G=1.38$ nm.

The physical reason is that neighbouring up and down domains cancel each other's potential more completely as the observer moves away. Laplace's equation ties the two directions together: a potential that curves quickly in the plane must also change quickly with height.

The definition of the period matters. If the rows of nodes were 10 nm apart, $G$ would be $2\pi/(10\ \text{nm})$ and the ratio would be $e^{-\pi}=4.32$ percent. A small error in $L$ is also magnified: from (\ref{decay}), $d\ln q/d\ln L=Gz=3.63$, so a period larger by 1 percent raises the ratio by about 3.6 percent of itself to first order (3.66 percent from the full expression).

\paragraph{The same decay in real space.}
A thin sheet at $z=0$ with vertical dipole moment $p(\mathbf r)$ per area, in free space, produces
\begin{equation}
\varphi(\mathbf r,z)=\frac1{4\pi\varepsilon_0}\int
\frac{p(\mathbf r')\,z}{(|\mathbf r-\mathbf r'|^2+z^2)^{3/2}}\,d^2r'.
\end{equation}
The function $z/[2\pi(\rho^2+z^2)^{3/2}]$ has unit integral over the plane, because
\begin{equation}
\int_0^\infty\frac{z\rho\,d\rho}{(\rho^2+z^2)^{3/2}}
=\left[-\frac{z}{\sqrt{\rho^2+z^2}}\right]_0^\infty=1,
\end{equation}
and it contracts to a point as $z\to0^+$. Hence $\varphi(\mathbf r,0^+)=p(\mathbf r)/2\varepsilon_0$, and
\begin{equation}
\varphi(\mathbf r,z)=\int\varphi(\mathbf r',0)\,
\frac{z}{2\pi(|\mathbf r-\mathbf r'|^2+z^2)^{3/2}}\,d^2r' .
\label{kernel}
\end{equation}
This is the bounded solution with the given surface values, whatever charges below the surface produce them. It involves no Fourier expansion and so gives an independent check. I summed it numerically for the smooth pattern of part (d), above a domain centre, with the integrand multiplied by $e^{-\rho^2/R^2}$, $R=150$ nm, to end the sum. The result at 5 nm is 2.660 percent of the surface value.

The small excess over 2.658 percent comes from the cut-off. To first order it multiplies the kernel by $1-\rho^2/R^2$. In Fourier space $-\rho^2$ becomes the Laplacian with respect to $\mathbf K$, and
\begin{equation}
\frac1{R^2}\left(\frac{d^2}{dK^2}+\frac1K\frac{d}{dK}\right)e^{-Kz}
=\frac{z^2-z/K}{R^2}\,e^{-Kz}.
\end{equation}
For $K=G$ the relative excess is $(25-6.9)/22500\approx0.0008$, as seen.

\subsection*{(c) Substrate and grounded plane}

The derivation of (\ref{decay}) used the equation for $z>0$ and the behaviour at large height. Dielectrics, conductors and free carriers below the surface enter through $\varphi_{\mathbf G}(0)$, which cancels in the ratio.

A numerical solution of Poisson's equation for one leading harmonic shows the separation. Opposite charge sheets of fixed strength lie at $z=-0.50$ and $-0.17$ nm, and a grounded gate lies at $-20$ nm. In the first case the relative permittivity is 1 throughout; in the second it is 3 in a film 0.66 nm thick and 4 in the substrate below the film. The second surface amplitude is 0.530 times the first, but the ratio between 5 nm and the surface is 2.658 percent in both cases.

A conductor above the surface is different, because it removes the condition $B=0$. For a grounded plane at height $d>z$, $\varphi_{\mathbf G}(d)=0$ gives $A=-Be^{2Gd}$, so the solution is proportional to $\sinh[G(d-z)]$ and
\begin{equation}
\frac{\varphi_{\mathbf G}(z)}{\varphi_{\mathbf G}(0)}
=\frac{\sinh[G(d-z)]}{\sinh(Gd)}
=e^{-Gz}\,\frac{1-e^{-2G(d-z)}}{1-e^{-2Gd}} .
\end{equation}
The second form follows on taking $e^{G(d-z)}$ out of the numerator and $e^{Gd}$ out of the denominator. For $d\to\infty$ it returns to (\ref{decay}), and for $z\to d$ it vanishes. At $z=5$ nm a plane at $d=10$ nm gives 2.656 percent, a negligible change, while a plane at $d=6$ nm gives 2.035 percent. The vacuum result therefore needs $e^{-2G(d-z)}\ll1$: a plane one decay length above the point of observation still lowers the ratio by about 14 percent of itself, and a plane two decay lengths above it by about 2 percent.

A thick dielectric in place of the vacuum also matters if it is anisotropic. With in-plane and vertical permittivities $\varepsilon_\parallel$ and $\varepsilon_\perp$, the condition of zero free charge is $\varepsilon_\perp\varphi_{\mathbf G}''=\varepsilon_\parallel G^2\varphi_{\mathbf G}$, and the decay constant becomes $G\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$.

\subsection*{(d) Smooth pattern and sharp domains}

\paragraph{Smooth pattern.}
Let $x_j=\mathbf G_j\cdot\mathbf r$, so that $x_1+x_2+x_3=0$. A pattern that changes sign under $\mathbf r\to-\mathbf r$ and treats the three directions alike is
\begin{equation}
\varphi(\mathbf r,0)=V_1(\sin x_1+\sin x_2+\sin x_3).
\end{equation}
To find its peak, vary $x_1$ and $x_2$ with $x_3=-x_1-x_2$. The derivatives vanish when $\cos x_1=\cos x_3$ and $\cos x_2=\cos x_3$, so each $x_j$ is $+x$ or $-x$ up to a multiple of $2\pi$. If the signs are mixed, the zero sum forces $x=0$, where the potential vanishes. If they are equal, $3x$ is a multiple of $2\pi$, and the largest value occurs at $x=2\pi/3$:
\begin{equation}
V=3V_1\sin\frac{2\pi}{3}=\frac{3\sqrt3}{2}V_1,\qquad
V_1=\frac{100\ \text{mV}}{2.598}=38.49\ \text{mV}.
\end{equation}
This point is the domain centre $\mathbf r=(\mathbf a_1+\mathbf a_2)/3$. All harmonics present have the same $G$, so the whole pattern keeps its shape and shrinks by $q$:
\begin{equation}
\varphi(\text{centre},5\ \text{nm})=100\ \text{mV}\times0.02658=2.66\ \text{mV}.
\end{equation}
The vertical field $-\partial\varphi/\partial z=G\varphi$ falls by the same factor, from 72.6 mV/nm at the surface to 1.93 mV/nm.

\paragraph{Sharp domains.}
Write $\mathbf r=u\mathbf a_1+v\mathbf a_2$ with $0<u,v<1$. The surface potential is $VS$, with $S=+1$ for $u+v<1$ and $S=-1$ for $u+v>1$. The Fourier coefficients are
\begin{equation}
c_{mn}=\int_0^1\!\!du\int_0^1\!\!dv\;S\,e^{-2\pi i(mu+nv)} .
\end{equation}
The two triangles have equal areas, so $c_{00}=0$. Otherwise write $S=-1$ everywhere plus 2 in the first triangle; the constant integrates to zero. For $n\neq0$,
\begin{align}
c_{mn}&=2\int_0^1du\,e^{-2\pi imu}\int_0^{1-u}dv\,e^{-2\pi inv}\nonumber\\
&=\frac{1}{\pi in}\int_0^1du\left[e^{-2\pi imu}-e^{-2\pi i(m-n)u}\right]
=\frac{\delta_{m0}-\delta_{mn}}{\pi in},
\end{align}
where $e^{-2\pi in(1-u)}=e^{2\pi inu}$ was used. Exchange of $u$ and $v$ gives $c_{m0}=1/(\pi im)$. The nonzero coefficients thus lie along the three directions $\mathbf G_j$. Since $x_1=2\pi u$, $x_2=2\pi v$ and $x_3=-2\pi(u+v)$, the minus sign of $c_{mm}$ is absorbed by the sign of $x_3$. Pairing $m$ with $-m$ gives
\begin{equation}
\varphi(\mathbf r,0)=\frac{2V}{\pi}\sum_{j=1}^3\sum_{m=1}^\infty\frac{\sin(mx_j)}{m}.
\end{equation}
The vector $m\mathbf G_j$ has length $mG$, so its harmonic gains the factor $q^m$ at height $z$. The sum over $m$ follows from $\sum_{m\ge1}w^m/m=-\ln(1-w)$ with $w=qe^{ix_j}$. The imaginary part of $-\ln(1-w)$ is minus the phase of $1-q\cos x_j-iq\sin x_j$, so
\begin{equation}
\varphi(\mathbf r,z)=\frac{2V}{\pi}\sum_{j=1}^3
\arctan\frac{q\sin x_j}{1-q\cos x_j}.
\end{equation}
At the domain centre each $x_j$ equals $2\pi/3$ up to a multiple of $2\pi$, with sine $\sqrt3/2$ and cosine $-1/2$:
\begin{equation}
\varphi(\text{centre},z)=\frac{6V}{\pi}\arctan\frac{\sqrt3\,q}{2+q}.
\label{centre}
\end{equation}
At the surface $q=1$, the arctangent is $\pi/6$, and the potential is $V$, as it must be. At 5 nm,
\begin{equation}
\varphi=\frac{600\ \text{mV}}{\pi}\arctan\frac{0.04604}{2.02658}=4.34\ \text{mV}.
\end{equation}

The total potential at the centre has fallen to 4.34 percent of its surface value, not to 2.66 percent. Equation (\ref{decay}) is not violated. For small $q$, (\ref{centre}) becomes
\begin{equation}
\varphi(\text{centre},z)\approx\frac{3\sqrt3}{\pi}\,Vq\left(1-\frac q2\right).
\end{equation}
The leading harmonics alone contribute $3\sqrt3V/\pi=1.654V$ at the surface, more than the total $V$; the higher harmonics there cancel the excess. These decay faster, and at 5 nm the leading part, 4.40 mV, is within about 1.3 percent of the total. The answer to the question is that the total potential falls by $q$ for the smooth pattern but not for sharp domains, while the leading harmonics do so in both.

Direct summation of (\ref{kernel}) for the sharp pattern, on triangles of side 0.5 nm and with the cut-off used before, gives 4.353 mV at 5 nm, against 4.338 mV from (\ref{centre}). At 2 nm, where higher harmonics matter more, the two values are 34.38 and 34.32 mV.

\subsection*{(e) Sensitivity of the result}

\paragraph{Height origin.}
If the surface value refers to $z=0$ but the height of 5 nm is counted from a plane one layer spacing above it, the point of observation lies at $z=5.33$ nm. The ratio is multiplied by $e^{-0.7255\times0.33}=0.787$ and becomes 2.09 percent. A quoted ratio therefore needs a stated reference plane.

\paragraph{Strain between the layers.}
A moire reciprocal vector is the difference between corresponding atomic reciprocal vectors $\mathbf g$ and $\mathbf g'$ of the two layers. For a pure twist $\theta$ its length is $2g\sin(\theta/2)$, with $g=4\pi/(\sqrt3a_0)$. Equating this to $G$ gives $\sin(\theta/2)=a_0/2L=0.0125$, or $\theta=1.43^\circ=0.025$ rad.

Let the second layer also carry a small symmetric strain $E$. Its reciprocal vectors are $\mathbf g'\approx(1+\theta J-E)\mathbf g$, where $J$ is a rotation by $90^\circ$, so $\mathbf g-\mathbf g'\approx-\theta J\mathbf g+E\mathbf g$. To first order in $E$, the length changes through the component of $E\mathbf g$ along $J\mathbf g$, which is a shear strain. For uniaxial strain $\epsilon$ with Poisson ratio $\nu$ the largest shear is half the difference of the principal strains, so
\begin{equation}
\left|\frac{\delta G}{G}\right|_{\max}\approx\frac{\epsilon(1+\nu)}{2\theta}.
\end{equation}
For $\epsilon=0.001$ and $\nu=0.2$ this is 2.4 percent, and multiplication by $Gz=3.63$ gives a relative change of about 9 percent in the ratio. The full calculation, at fixed twist and over all strain directions, gives ratios from 2.44 to 2.90 percent. The small twist magnifies the strain, and the three leading pairs of harmonics no longer decay alike.

\paragraph{Unequal domain areas.}
The harmonic $\mathbf K=0$ obeys $\varphi_0''=0$. Boundedness leaves a constant, which does not decay above a sheet much wider than the height. For sharp domains that fill 50.5 and 49.5 percent of the area, it is $0.01V=1.00$ mV, nearly a quarter of the 4.34 mV found 5 nm above a domain centre for equal areas. The leading Fourier components of the pattern, rather than the absolute potential, should be used to test (\ref{decay}).

\paragraph{Relation to a real bilayer.}
The parameters are rough values for parallel-stacked twisted hexagonal boron nitride. For a free-standing dipole sheet that lies at the surface and is much thinner than $1/G$, $V=100$ mV corresponds to $p=2\varepsilon_0V=1.77$ pC/m. With the charge sheets at the depths used in part (c) and permittivity 1 throughout, the same surface potential needs about 2.25 pC/m, because the harmonic already decays between the charges and the surface. Both values are close to the rough 2 pC/m of that material. The comparison holds only for this free-standing, unscreened model. In the second case of part (c), with film and substrate, the unscreened sheet moment would have to be $2.25/0.530\approx4.25$ pC/m. At a period of 10 nm the domain walls, several nanometres wide, fill much of the cell, so the smooth pattern is the more suitable of the two limits, although a relaxed bilayer lies between them. A rough continuum relaxation can be made with a shear modulus of 38 eV and a bulk modulus of 59 eV per atomic cell, an AA--AB stacking energy of 18 to 60 meV per cell, and a polarization given by the leading sine harmonics of the local stacking. It gives 3.0 to 3.4 mV at 5 nm above a domain centre, against 2.66 mV for the smooth pattern and 4.34 mV for sharp domains. Real samples can depart from the model through strain and through tips, gates or covering layers; taken one at a time, the strain and the grounded plane at 6 nm considered here give ratios between 2.0 and 2.9 percent, and together they can lower the ratio to about 1.9 percent. At 300 K the thermal energy, 25.9 meV, is about ten times the 2.66 meV peak energy of a unit charge 5 nm above the smooth pattern, and about six times the sharp-domain value, so the potential there would only weakly modulate a classical, thermally distributed charge.

\section*{Numbers as computed}
\begin{verbatim}
Moire lattice constant: 10.0 nm
Height: 5.0 nm
Atomic lattice constant (rough): 0.25 nm
Layer spacing (rough): 0.33 nm
Peak surface potential (rough): 100 mV
Twist angle: 1.432 degrees
Row spacing: 8.660 nm
G: 0.7255 1/nm
Decay length 1/G: 1.378 nm
Exponent G z: 3.6276
Leading harmonic ratio: 2.658 percent
Ratio if rows were 10 nm apart: 4.32 percent
Direct sum, smooth pattern: 2.660 percent
Poisson ratio, free-standing: 2.658 percent
Poisson ratio, on substrate: 2.658 percent
Surface value, substrate/free: 0.530
Smooth: V1 at surface: 38.49 mV
Smooth: peak potential at 5 nm: 2.658 mV
Smooth: peak vertical field at surface: 72.55 mV/nm
Smooth: peak vertical field at 5 nm: 1.928 mV/nm
Equivalent sheet polarization: 1.77 pC/m
Sharp: first amplitude / V: 0.6366
Sharp: centre potential at 5 nm: 4.338 mV
Sharp: direct sum at 5 nm: 4.353 mV
Sharp: leading harmonic only, 5 nm: 4.396 mV
Sharp: total centre ratio at 5 nm: 4.34 percent
Sharp: centre potential at 2 nm: 34.32 mV
Sharp: direct sum at 2 nm: 34.38 mV
Ratio, height larger by one spacing: 2.092 percent
Ratio, 0.1% heterostrain, lowest: 2.437 percent
Ratio, 0.1% heterostrain, highest: 2.900 percent
Ratio, grounded plane at 6 nm: 2.035 percent
Ratio, grounded plane at 10 nm: 2.656 percent
Offset from 1% area imbalance: 1.00 mV
Thermal energy at 300 K: 25.85 meV
\end{verbatim}
